# One metal or two for n-type and p-type contacts

## Problem

A circuit needs one contact to n-type silicon and one to p-type silicon. The electron barrier $\varphi_n$ runs from the metal's Fermi level up to the conduction-band edge at the interface, and the hole barrier $\varphi_p$ runs from the valence-band edge up to that Fermi level. If one metal makes both contacts, with the same interface alignment at each, the two barriers fill the gap:

$$\varphi_n+\varphi_p=E_g .$$

Carriers tunnel through the depletion layer, and near zero bias each contact has the resistance

$$R=B\,e^{S(\varphi)} ,$$

where $S$ is the tunnelling exponent and $B$, the resistivity prefactor divided by the contact area, is taken as independent of the barrier. Both sides have the same $B$, doping density $N$ and tunnelling mass $m$. The bulk Fermi level is placed at the band edge.

(a) Which barrier $\varphi_n$ makes $R_n+R_p$ least when one metal serves both contacts?

(b) By what factor does the sum fall if each contact has its own metal, with a barrier $\delta$ to the band that supplies its carriers?

(c) How does the answer to (a) change if the prefactors or the masses differ?

Use these rough values for a silicon source or drain: $E_g=1.12$ eV, $N=10^{20}$ cm⁻³, relative permittivity 11.7, $m=0.20\,m_0$ with $m_0$ the free-electron mass, resistivity prefactor $10^{-9}$ Ω cm², contact area 1000 nm² and $\delta=0.20$ eV. Since 1000 nm² is $10^{-11}$ cm², $B=10^{-9}/10^{-11}=100$ Ω.

## First estimate by scaling

In the formulas that follow, barriers are energies in joules; only their ratios enter the exponents, so electronvolts may be used there.

A layer of charge density $qN$ and width $w$ bends the band by $q^2Nw^2/2\varepsilon$. Setting this equal to $\varphi$ gives $w=\sqrt{2\varepsilon\varphi/(q^2N)}$. Let the barrier keep its full height over this width. The wavefunction decays at the rate $\kappa_0=\sqrt{2m\varphi}/\hbar$, and the probability at twice that rate, so

$$S_{\rm est}=2\kappa_0w=\frac{4\varphi}{q\hbar}\sqrt{\frac{m\varepsilon}{N}} .$$

Height and width each contribute $\sqrt{\varphi}$, which makes the exponent linear in the barrier. With the given values, $S_{\rm est}=\varphi/(0.0607\ \text{eV})$.

A resistance that grows so steeply lets the contact with the larger barrier dominate the sum. The best single metal should therefore make the larger barrier as small as possible. Lowering one barrier raises the other, so the estimate places the metal at midgap, $\varphi_n=\varphi_p=0.56$ eV.

Keeping one contact in each sum, the estimate gives

- one midgap metal: $100\,e^{9.23}$ Ω, about 1.0 MΩ;
- two metals: $100\,e^{3.30}$ Ω, about 2.7 kΩ;
- reduction: $e^{5.93}$, about 380.

## Exact solution of the model

**The exponent.** Let $x$ be the distance from the metal. For uniform doping, Poisson's equation gives the carrier's potential energy a constant curvature $q^2N/\varepsilon$. With zero energy and zero slope at $x=w$,

$$V(x)=\frac{q^2N}{2\varepsilon}(w-x)^2=\varphi\left(1-\frac{x}{w}\right)^2 ,$$

where $V(0)=\varphi$ fixes the same $w$ as before. At the Fermi level, here the zero of energy, the decay rate is $\sqrt{2mV}/\hbar=\kappa_0(1-x/w)$. The semiclassical (WKB) exponent is

$$S=2\int_0^w\kappa_0\left(1-\frac{x}{w}\right)dx=\kappa_0w=\frac{2\varphi}{q\hbar}\sqrt{\frac{m\varepsilon}{N}} .$$

Hence

$$S=\frac{\varphi}{E_{00}},\qquad E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .$$

The resistance grows by a factor $e$ whenever the barrier rises by $E_{00}$. For a common permittivity, equal exponents at equal barriers require equal $N/m$. The given values yield $E_{00}=0.1214$ eV.

**(a) One metal.** Allow different prefactors $B_n$ and $B_p$ for the moment. The product of the resistances is

$$R_nR_p=B_nB_p\,e^{(\varphi_n+\varphi_p)/E_{00}}=B_nB_p\,e^{E_g/E_{00}} .$$

It does not depend on the metal: changing the metal multiplies one resistance by a factor and divides the other by the same factor. Expanding $(\sqrt{R_n}-\sqrt{R_p})^2\ge0$ then gives

$$R_n+R_p\ge2\sqrt{R_nR_p}=2\sqrt{B_nB_p}\,e^{E_g/2E_{00}} ,$$

with equality when $R_n=R_p$. For equal prefactors this means $\varphi_n=\varphi_p$, so the unique optimum is

$$\varphi_n=\frac{E_g}{2}=0.56\ \text{eV} .$$

The exponent is $0.56/0.1214=4.61$. Each contact has a resistivity of $1.01\times10^{-7}$ Ω cm², and the sum is $2\times100\,e^{4.614}$ Ω, or 20.2 kΩ.

To see the cost of leaving midgap, put $\varphi_n=E_g/2+\Delta$ and $\varphi_p=E_g/2-\Delta$. Then

$$R_n+R_p=B\,e^{E_g/2E_{00}}\left(e^{\Delta/E_{00}}+e^{-\Delta/E_{00}}\right)=2B\,e^{E_g/2E_{00}}\cosh\frac{\Delta}{E_{00}} .$$

For $|\Delta|\ll E_{00}$ the relative rise is about $\Delta^2/2E_{00}^2$, so a small misalignment costs little. A metal with $\varphi_n=0.20$ eV has $\Delta=-0.36$ eV, and the hyperbolic cosine is 9.73. Used for both contacts, this metal gives 196 kΩ. It makes a good n-type contact, but the hole barrier of 0.92 eV costs far more than the electron side gains.

**(b) Two metals.** The two barriers now belong to different metals and need not add up to the gap. For barriers $\delta_n$ and $\delta_p$, the reduction relative to one midgap metal is

$$G=\frac{2e^{E_g/2E_{00}}}{e^{\delta_n/E_{00}}+e^{\delta_p/E_{00}}} .$$

When both equal $\delta$, the denominator is $2e^{\delta/E_{00}}$, and

$$G=\exp\left(\frac{E_g/2-\delta}{E_{00}}\right)=\exp\left(\frac{0.56-0.20}{0.1214}\right)=19.4 .$$

The sum falls from 20.2 kΩ to 1.04 kΩ, and the resistivity of each contact falls to $5.2\times10^{-9}$ Ω cm². If the p-type barrier is 0.30 eV instead, the gain drops to 11.8, because the poorer contact then dominates.

The formula tends to $e^{E_g/2E_{00}}=101$ as $\delta\to0$. This is a formal limit: with no barrier left there is no tunnelling exponent, and a prefactor assumed constant cannot describe the remaining resistance.

**(c) Unequal sides.** First let only the prefactors differ. Setting $R_n=R_p$ and taking logarithms,

$$\ln B_n+\frac{\varphi_n}{E_{00}}=\ln B_p+\frac{E_g-\varphi_n}{E_{00}},$$

$$\varphi_n^*=\frac{E_g}{2}+\frac{E_{00}}{2}\ln\frac{B_p}{B_n} .$$

Equal exponents alone therefore do not put the optimum at midgap; equal prefactors are needed too. For $B_p=3B_n$ the best electron barrier is 0.627 eV. The metal moves towards the valence band to help the contact with the larger prefactor. Staying at midgap gives a sum of $B_n(1+3)e^{E_g/2E_{00}}$ instead of $2\sqrt3\,B_ne^{E_g/2E_{00}}$, an excess of 15.5% over the optimum. The formula applies while $\varphi_n^*$ lies inside the gap.

If the tunnelling energies are $E_n$ and $E_p$, the product $R_nR_p$ depends on the metal, and the derivative of the sum must be used:

$$\frac{B_n}{E_n}e^{\varphi_n/E_n}-\frac{B_p}{E_p}e^{(E_g-\varphi_n)/E_p}=0 .$$

Moving the second term to the right, taking logarithms and collecting $\varphi_n$ gives

$$\varphi_n^*=\frac{E_g/E_p+\ln[B_pE_n/(B_nE_p)]}{1/E_n+1/E_p} .$$

The second derivative is a sum of two positive exponentials, so this is the minimum. With equal prefactors and a hole mass of $0.30\,m_0$, $E_p=0.0991$ eV and $\varphi_n^*=0.628$ eV. The heavier carrier tunnels less easily and needs the lower barrier. The hole mass used here is only an example: with silicon's light-hole mass, about $0.16\,m_0$, the optimum moves the other way, to 0.522 eV.

## Comparison of the two

The estimate finds the correct optimum because it keeps the exchange between the two barriers. It also finds that $S$ is proportional to $\varphi$. Its coefficient is twice too large, since the real barrier thins out into the semiconductor and the mean of $1-x/w$ is one half.

A factor of two in an exponent squares the exponential. The estimated gain of about 380 is the square of 19.4. The estimated midgap sum of 1.0 MΩ is about 50 times the model's 20.2 kΩ: the exponent makes it $e^{4.61}\approx101$ times too large, and counting one contact instead of two takes back a factor of two. Scaling is enough to choose the metal here, but the gain requires the shape of the barrier.

## How far the gain can be trusted

**Degeneracy.** At this doping the bulk Fermi level lies above the band edge by an energy $\zeta$. Filling six parabolic silicon valleys at zero temperature gives

$$\zeta=\frac{\hbar^2(3\pi^2N)^{2/3}}{2m_d},\qquad m_d=(36\,m_t^2m_l)^{1/3} .$$

With rough masses $m_t=0.19\,m_0$ and $m_l=0.92\,m_0$, $\zeta=0.074$ eV. Let $v$ be the barrier height above the Fermi level and $s$ the distance from the inner edge of the depletion layer. Then $v+\zeta=as^2$ with $a=q^2N/2\varepsilon$, so $ds=dv/(2\sqrt{a(v+\zeta)})$ and

$$S=2\int_0^\varphi\frac{\sqrt{2mv}}{\hbar}\,\frac{dv}{2\sqrt{a(v+\zeta)}}=\frac{1}{E_{00}}\int_0^\varphi\sqrt{\frac{v}{v+\zeta}}\,dv ,$$

because $\sqrt{2m/a}/\hbar=1/E_{00}$. The integrand is below one, so both exponents fall: to 3.85 at midgap and 1.15 at 0.20 eV. The gain becomes 14.8. These values treat the layer as fully depleted up to its inner edge. Keeping the carriers that remain where the band edge lies below the Fermi level, in the Thomas–Fermi approximation, changes the exponents to 4.07 and 1.27 and the gain to 16.4. The integrand also increases with $v$, so $S$ is a convex function of the barrier, and so is $e^S$. For a convex function the average of its values at $\varphi_n$ and $E_g-\varphi_n$ is no smaller than its value at $E_g/2$. With this exponent, midgap therefore remains the optimum if both sides have the same $\zeta$. Equal $\zeta$ is also assumed below, although it is only approximate: rough hole masses of $0.49\,m_0$ and $0.16\,m_0$ give $\zeta=0.14$ eV on the p side, which moves the optimum to about 0.53 eV at equal tunnelling mass.

**Temperature.** Integrating the WKB transmission over the thermal distribution of carriers, with $\zeta$ held fixed, gives gains of 14.8 at 300 K and 13.7 at 400 K. The same sum at zero temperature gives 16.6, because it includes carriers arriving at an angle, with less energy normal to the barrier; the agreement at 300 K with the normal-incidence value above comes from these two effects cancelling. Tunnelling dominates in these barriers at 300 K, where $E_{00}$ is 4.7 times $k_BT$. The image force, treated below, weakens this conclusion: it lowers the 0.20 eV barrier so far that, in the same WKB treatment, about a fifth of the conductance at 300 K comes from carriers passing over the top.

**Wave reflection.** WKB is doubtful when the exponent is near one. I integrated the Schrödinger equation numerically through the degenerate barrier, at the Fermi level and normal incidence, from a model metal with the free-electron mass and a Fermi energy of 5 eV. The transmission is 0.051 at midgap and 0.41 at 0.20 eV. WKB gives $e^{-3.85}=0.021$ and $e^{-1.15}=0.32$. The wave result raises the smaller transmission by the larger factor, and the gain falls to 7.9. This figure depends on the model metal: it is 9.3 for a Fermi energy of 2 eV and 7.5 for 10 eV, and summing over the carriers at 300 K changes 7.9 to about 8.2.

**Image force.** A carrier's attraction to its image in the metal adds $-q^2/(16\pi\varepsilon x)$ to its energy. With the static permittivity, the top of the 0.20 eV barrier drops to 0.02 eV above the Fermi level, and that of the midgap barrier to 0.33 eV. Numerical integration gives WKB exponents of 0.20 and 3.10, hence a gain of 18. This value is weak evidence, because WKB cannot be relied on for a barrier that has nearly vanished. Adding the image force to the wave calculation, with the potential cut off at the bottom of the metal's band, gives a gain of about 6. For these barriers the results support a gain of a factor of several, but not a precise value.

**Decay deep in the gap.** The decay rate $\sqrt{2mV}/\hbar$ belongs to a single parabolic band and is too large for a carrier far from its band edge, where the other band also matters. A simple two-band form multiplies the rate by $\sqrt{1-V/E_g}$. With the Fermi level at the band edge, the exponent becomes

$$S=\frac{1}{E_{00}}\int_0^\varphi\sqrt{1-\frac{v}{E_g}}\,dv .$$

Midgap remains the best choice for one metal, but the simple gain falls from 19.4 to 11.1. Using the metal with $\varphi_n=0.20$ eV for both contacts then costs a factor of 2.8 over midgap instead of 9.7. Silicon's indirect gap makes this form only a rough guide, but it shows that the one-band model exaggerates the resistance of high barriers.

**Real silicon contacts.** The chosen doping is of the order used in sources and drains, but the prefactor is a round number, and the absolute resistances are no better than that choice. Two further assumptions strain at this doping. The midgap depletion layer is 2.7 nm wide, while the mean dopant spacing is 2.2 nm, so a uniform charge density is a crude picture. If heavy doping narrows the gap by 0.10 eV, an assumed amount, the midgap barrier falls by 0.05 eV; with $\delta$ fixed, the simple gain drops from 19.4 to 12.9.

The assumption that matters most is that $\delta$ can be chosen freely. The two metals must have electron barriers of 0.20 eV and $1.12-0.20=0.92$ eV, a difference of 0.72 eV. On real silicon, interface states hold the Fermi level nearly in place, so the barrier follows only a fraction of a change in work function. For a rough fraction of 0.1, the work functions would have to differ by 7.2 eV, which is out of reach for practical metals. A pair differing by 0.72 eV would then move the barriers by 0.036 eV each from midgap, if the pinning is centred there, and the simple gain would be $e^{0.036/0.1214}\approx1.3$. A single pinning fraction is a crude rule, however, and it does not describe silicide contacts well. Roughly reported barriers are 0.3 to 0.4 eV for electrons at rare-earth silicides and 0.25 to 0.3 eV for holes at platinum silicide, for which the simple formula gives gains between about 5 and 11. Two metals lower the contact resistance substantially when the interface lets their barriers approach the two band edges. Whether this repays the added processing also depends on the rest of the circuit: with a further 50 kΩ in series, the simple model's total resistance falls only by a factor of 1.4.
